\section*{Converting and validating electromechanical constants of a 4mm crystal}

\section{Result and conventions}

Let the fourfold polar axis of a 4mm crystal be axis 3. The inputs are the compliance $s$ at constant electric field, the piezoelectric coefficients $d$, and the free permittivity $\varepsilon^T$, measured at constant stress. Define
\begin{equation}
a=s_{11}+s_{12},\qquad \Delta=s_{33}a-2s_{13}^2 .
\end{equation}
The stiffness at constant field is
\begin{align}
c_{11}+c_{12}&=\frac{s_{33}}{\Delta}, & c_{11}-c_{12}&=\frac1{s_{11}-s_{12}}, & c_{13}&=-\frac{s_{13}}{\Delta},\nonumber\\
c_{33}&=\frac a\Delta, & c_{44}&=\frac1{s_{44}}, & c_{66}&=\frac1{s_{66}},
\label{c}
\end{align}
the $e$-coefficients are
\begin{align}
e_{31}&=d_{31}(c_{11}+c_{12})+d_{33}c_{13},\nonumber\\
e_{33}&=2d_{31}c_{13}+d_{33}c_{33},\qquad e_{15}=d_{15}c_{44},
\label{e}
\end{align}
and the clamped permittivity, at constant strain, is
\begin{equation}
\varepsilon^S_{33}=\varepsilon^T_{33}-2d_{31}e_{31}-d_{33}e_{33},\qquad
\varepsilon^S_{11}=\varepsilon^T_{11}-d_{15}e_{15}.
\label{eps}
\end{equation}
The data give a positive definite energy if and only if seven numbers are positive:
\begin{equation}
s_{11}-s_{12},\quad a,\quad \Delta,\quad s_{44},\quad s_{66},\quad \varepsilon^S_{11},\quad \varepsilon^S_{33}.
\label{gate}
\end{equation}

The crystal is taken as homogeneous, lossless and single-domain. Strain $S$, stress $T$, field $E$ and displacement $D$ are small increments from the unstressed, short-circuited polar state. Stress and strain are six-component columns, with engineering shear strains such as $S_4=2S_{yz}$. The constitutive equations are
\begin{equation}
S=sT+d^tE,\qquad D=dT+\varepsilon^TE .
\label{const}
\end{equation}
A superscript $t$ denotes a transpose; $T$ and $S$ on $\varepsilon$ name what is held constant.

\section{Derivation}

\subsection{Energy and stability}

Let $U(S,D)$ be the stored energy density, with $dU=T\cdot dS+E\cdot dD$. The function $G=T\cdot S+E\cdot D-U$ then has $dG=S\cdot dT+D\cdot dE$. Its mixed second derivatives are equal, which is why one matrix $d$ serves in both lines of (\ref{const}). With $x=(T,E)$ and $y=(S,D)$, the equations read
\begin{equation}
y=Mx,\qquad M=\begin{pmatrix}s&d^t\\ d&\varepsilon^T\end{pmatrix}.
\end{equation}
Integrating $dG=y\cdot dx$ from zero gives $G=\tfrac12x^tMx$. Since $x\cdot y=x^tMx$, also $U=x\cdot y-G=\tfrac12x^tMx$.

Under fixed loads $x_0$ the crystal minimises $U(y)-x_0\cdot y$, where $U=\tfrac12y^tM^{-1}y$. A strict minimum needs $M^{-1}$, and therefore $M$, to be positive definite. A singular $M$ is rejected too, because $y$ then no longer determines $x$.

\subsection{Clamped constants}

If $M$ is positive definite, setting $E=0$ shows that $s$ is positive definite, so $c=s^{-1}$ exists. Solving the first line of (\ref{const}) for $T$ and inserting it in the second gives
\begin{align}
T&=cS-cd^tE=cS-e^tE,\\
D&=dcS+(\varepsilon^T-dcd^t)E=eS+\varepsilon^SE .
\end{align}
Hence $e=dc$ and $\varepsilon^S=\varepsilon^T-dcd^t=\varepsilon^T-ed^t$. The minus sign before $e^tE$ follows from the sign convention of (\ref{const}).

To obtain the gate, put $T=T'-cd^tE$ in the energy. Because $sc=1$,
\begin{align}
T^tsT&=T'^tsT'-2T'^td^tE+E^tdcd^tE,\\
2T^td^tE&=2T'^td^tE-2E^tdcd^tE .
\end{align}
Adding these lines and $E^t\varepsilon^TE$, the cross terms cancel:
\begin{equation}
2U=T'^tsT'+E^t\varepsilon^SE=S^tcS+E^t\varepsilon^SE .
\label{square}
\end{equation}
The last form uses $T'=T+cd^tE=cS$. Since $T'$ and $E$ can be chosen independently, $M$ is positive definite if and only if $s$ and $\varepsilon^S$ both are. A positive free permittivity is not sufficient.

\subsection{Reduction by symmetry}

The group 4mm contains the mirrors $x\to-x$ and $y\to-y$. Under this pair, $T_1,T_2,T_3,E_3$ have signs $(+,+)$; $T_4,E_2$ have $(+,-)$; $T_5,E_1$ have $(-,+)$; and $T_6$ has $(-,-)$. An invariant energy couples only variables with equal signs. The diagonal mirror exchanges $x$ and $y$, so it makes the 11 and 22 constants equal, and likewise 13 and 23, 44 and 55, $d_{31}$ and $d_{32}$, and $d_{15}$ and $d_{24}$. Eleven constants remain: six in $s$, three in $d$ and two in $\varepsilon^T$.

In the axial sector use $t_\pm=(T_1\pm T_2)/\sqrt2$. Then
\begin{equation}
s_{11}(T_1^2+T_2^2)+2s_{12}T_1T_2=a\,t_+^2+(s_{11}-s_{12})t_-^2 ,
\end{equation}
and $T_1+T_2=\sqrt2\,t_+$. Thus $t_-$ separates, and $(t_+,T_3,E_3)$ has the matrix
\begin{equation}
\begin{pmatrix}a&\sqrt2s_{13}&\sqrt2d_{31}\\ \sqrt2s_{13}&s_{33}&d_{33}\\ \sqrt2d_{31}&d_{33}&\varepsilon^T_{33}\end{pmatrix}.
\end{equation}
Its elastic part has determinant $\Delta$ and inverse
\begin{equation}
\frac1\Delta\begin{pmatrix}s_{33}&-\sqrt2s_{13}\\-\sqrt2s_{13}&a\end{pmatrix}
=\begin{pmatrix}c_{11}+c_{12}&\sqrt2c_{13}\\ \sqrt2c_{13}&c_{33}\end{pmatrix}.
\end{equation}
This gives the axial part of (\ref{c}). Multiplying the row $(\sqrt2d_{31},d_{33})$ by this inverse gives $(\sqrt2e_{31},e_{33})$, hence (\ref{e}). The scalar product of the two rows is $2d_{31}e_{31}+d_{33}e_{33}$, the subtraction in (\ref{eps}). The elastic part is positive definite when $a>0$ and $\Delta>0$; these already imply $s_{33}>0$.

The pairs $(T_5,E_1)$ and $(T_4,E_2)$ have identical $2\times2$ matrices, with pivots $s_{44}$ and $\varepsilon^S_{11}$. With the scalars $s_{11}-s_{12}$ and $s_{66}$, the list (\ref{gate}) is complete. The determinant is
\begin{equation}
\det M=(s_{11}-s_{12})\,s_{66}\,\Delta\,\varepsilon^S_{33}\,(s_{44}\varepsilon^S_{11})^2 .
\label{det}
\end{equation}
The square hides a negative $\varepsilon^S_{11}$, so the sign of the determinant is not a valid gate.

\subsection{Coupling and the boundary of the gate}

For an axial stress $\tau=(t_+,T_3)$, with elastic matrix $s_a$ and coupling column $\delta=(\sqrt2d_{31},d_{33})$, define
\begin{equation}
k^2(\tau)=\frac{(\delta\cdot\tau)^2}{(\tau^ts_a\tau)\,\varepsilon^T_{33}} .
\end{equation}
The Cauchy--Schwarz inequality gives $(\delta\cdot\tau)^2\le(\tau^ts_a\tau)(\delta^ts_a^{-1}\delta)$, with equality for $\tau\propto s_a^{-1}\delta$. The maximum is therefore
\begin{equation}
k_{\max}^2=1-\frac{\varepsilon^S_{33}}{\varepsilon^T_{33}},\qquad T_1:T_2:T_3=e_{31}:e_{31}:e_{33}.
\end{equation}
Particular stress patterns give the factors
\begin{equation}
k_{31}^2=\frac{d_{31}^2}{s_{11}\varepsilon^T_{33}},\quad
k_{33}^2=\frac{d_{33}^2}{s_{33}\varepsilon^T_{33}},\quad
k_p^2=\frac{2d_{31}^2}{a\,\varepsilon^T_{33}},\quad
k_{15}^2=\frac{d_{15}^2}{s_{44}\varepsilon^T_{11}} ,
\end{equation}
for $T_1$ alone, $T_3$ alone, $T_1=T_2$ (planar), and the shear stress $T_5$ alone. The stress $T_1$ alone also excites $t_-$, which adds to the denominator but not to the numerator, so $k_{31}^2\le k_p^2\le k_{\max}^2$. The first three can all be below one while $k_{\max}^2$ exceeds one. In the shear sector there is only one pattern, and $k_{15}^2=1-\varepsilon^S_{11}/\varepsilon^T_{11}$.

Two limits show what the gate guards. For $d=0$ clamping has no dielectric effect and $\varepsilon^S=\varepsilon^T$. At the other end, apply only $S_3$ with $D=0$. Then $E_3=-e_{33}S_3/\varepsilon^S_{33}$, and the stiffness becomes
\begin{equation}
c_{33}^D=c_{33}+\frac{e_{33}^2}{\varepsilon^S_{33}} .
\end{equation}
It diverges as $\varepsilon^S_{33}\to0^+$ with $e_{33}\ne0$. This boundary is a limit of consistent data, not the softening of a real crystal: $M^{-1}$ diverges there, whereas a softening mode would bring one of its eigenvalues to zero.

\section{Scheme and cost}

\begin{verbatim}
input s11 s12 s13 s33 s44 s66
      d31 d33 d15 epsT11 epsT33
if any input is not finite: reject
a = s11+s12;  b = s11-s12
Delta = s33*a - 2*s13^2
for q in (b, a, Delta, s44, s66):
    if not q > 0: reject, naming q
compute c, then e, then epsS
for q in (epsS11, epsS33):
    if not q > 0: reject, naming q
return c, e, epsS
\end{verbatim}

The form \texttt{not q > 0} also catches a result that is not a number. The cost is a few dozen arithmetic operations, with no iteration or matrix factorisation.

With $s$ in TPa$^{-1}$, $d$ in pC/N and $\varepsilon$ in pF/m, every block of $M$ carries the same factor $10^{-12}$. Then $c$ appears in TPa, $e$ in C/m$^2$ and $\varepsilon^S$ in pF/m without further factors. Consistent rescaling of stress and field replaces $M$ by $A^tMA$ with invertible $A$, so it cannot change the verdict. Raw eigenvalues do depend on units. The ratios $\varepsilon^S_{11}/\varepsilon^T_{11}$ and $\varepsilon^S_{33}/\varepsilon^T_{33}$ do not, and they measure the dielectric margin. They do not measure the elastic margin: a change of $s_{11}-s_{12}$ at fixed $a$, for example, leaves both unchanged. That margin needs its own ratios, such as $a/s_{11}$, $(s_{11}-s_{12})/s_{11}$ and $\Delta/(s_{33}a)$.

The gate was tested on 6000 random dimensionless sets. The constants $s_{11},s_{33},s_{44},s_{66}$ and both permittivities were uniform in $(-0.1,1)$, the others in $(-0.6,0.6)$. It accepted 295 sets and rejected 5705, agreeing each time with the sign of the smallest eigenvalue of $M$. Among the rejected sets, 139 had positive definite $s$, positive $\varepsilon^T$, and $k_{31},k_{33},k_p,k_{15}$ all below one.

\section{Worked example}

The inputs are round model parameters:
\begin{align*}
(s_{11},s_{12},s_{13})&=(8,-2.4,-5)\ \mathrm{TPa^{-1}},\\
(s_{33},s_{44},s_{66})&=(16,18,9)\ \mathrm{TPa^{-1}},\\
(d_{31},d_{33},d_{15})&=(-35,85,400)\ \mathrm{pC/N},\\
(\varepsilon^T_{11},\varepsilon^T_{33})&=(3000,170)\,\varepsilon_0=(26562.6,1505.2)\ \mathrm{pF/m}.
\end{align*}
Here $a=5.6$ TPa$^{-1}$ and $\Delta=16(5.6)-2(25)=39.6$ TPa$^{-2}$. Therefore $c_{11}+c_{12}=16/39.6$ TPa $=404.0$ GPa and $c_{11}-c_{12}=1/10.4$ TPa $=96.2$ GPa. Half their sum and half their difference give $c_{11}=250.1$ and $c_{12}=153.9$ GPa. The others are $c_{13}=126.3$, $c_{33}=141.4$, $c_{44}=55.6$ and $c_{66}=111.1$ GPa. In C/m$^2$,
\begin{align*}
e_{31}&=-35(0.40404)+85(0.12626)=-3.409,\\
e_{33}&=-70(0.12626)+85(0.14141)=3.182,\\
e_{15}&=400/18=22.22 .
\end{align*}
The clamped permittivities, in pF/m, are
\begin{align*}
\varepsilon^S_{33}&=1505.2-238.6-270.5=996.1,\\
\varepsilon^S_{11}&=26562.6-8888.9=17673.7,
\end{align*}
or $112.5\,\varepsilon_0$ and $1996\,\varepsilon_0$. The set is accepted. Direct numerical solution of (\ref{const}) at prescribed strain and field agrees with these constants to better than one part in $10^7$.

The largest axial coupling is $k_{\max}=0.582$, at $T_1/T_3=-1.07$: lateral compression with axial tension, or the reverse. It exceeds $k_{33}=0.548$ and $k_p=0.539$. Multiplying all $d$ by $\lambda$ multiplies the subtraction in (\ref{eps}) by $\lambda^2$. At fixed $s$ and $\varepsilon^T$ the axial limit is thus $\lambda=1/k_{\max}=1.72$, reached just before the shear limit $1/k_{15}=1/0.578=1.73$. At constant $D$, $c_{33}$ rises from 141.4 to 151.6 GPa.

\subsection{Two rejected sets}

First, lose the minus sign of $d_{31}$. The four coupling factors each contain only the square of a single $d$-coefficient and do not change: they remain 0.319, 0.548, 0.539 and 0.578 for $k_{31},k_{33},k_p,k_{15}$. But the subtraction in $\varepsilon^S_{33}$ contains the cross term $4d_{31}d_{33}c_{13}$. It was $-1502.5$ pF/m and is now $+1502.5$ pF/m, so
\[
\varepsilon^S_{33}=996.1-2(1502.5)=-2009\ \mathrm{pF/m}.
\]
By (\ref{square}), a clamped crystal at 1 kV/cm would store $\tfrac12\varepsilon^S_{33}E_3^2=-10.0$ J/m$^3$. The set is rejected.

Second, restore $d_{31}$ but set $d_{15}=700$ pC/N. Then $\varepsilon^S_{11}=26562.6-700^2/18=-660$ pF/m. There are two negative eigenvalues, one per shear block, while the determinant remains positive, as (\ref{det}) predicts.

\section{Numerical stability}

The elastic inversion amplifies errors through the difference $89.6-50=39.6$ in $\Delta$. To first order,
\begin{equation}
\frac{\delta c_{13}}{c_{13}}=\Bigl(1+\frac{4s_{13}^2}{\Delta}\Bigr)\frac{\delta s_{13}}{s_{13}}
-\frac{s_{33}a}{\Delta}\Bigl(\frac{\delta s_{33}}{s_{33}}+\frac{\delta a}{a}\Bigr),
\end{equation}
with factors 3.53 and 2.26. Independent 3\% errors in $s_{11}$ and $s_{12}$ make a 4.5\% error in $a$. Adding contributions in quadrature gives about 16\% for $c_{13}$.

In 4000 random draws with independent Gaussian errors of 3\% standard deviation in all eleven inputs, the half-width of the central 68\% interval was 16\% for $c_{13}$, 12\% for $c_{33}$, 20\% for $e_{31}$ and 17\% for $e_{33}$, relative to the nominal values. The $e$-coefficients also suffer from subtraction of similar terms, such as $-14.1+10.7$ in $e_{31}$. No draw was rejected. With this many draws the figures move by up to about half a percentage point from one random sequence to another.

The clamped permittivity $\varepsilon^S_{33}$ spread by only about 5\%. From $\delta c=-c\,\delta s\,c$,
\begin{equation}
\delta\varepsilon^S=\delta\varepsilon^T-e\,\delta d^t-\delta d\,e^t+e\,\delta s\,e^t .
\end{equation}
Errors in $s$ and $d$ enter weighted by the small axial $e$-coefficients. The free permittivity alone contributes $3\%\times1505/996=4.5\%$. Early rounding is a separate source of error. Rounding $c$ to two significant digits before computing $e$ and $\varepsilon^S$ changes $e_{31}$ by 13\% and $\varepsilon^S_{33}$ by 6\%, so digits should be kept through the conversion and rounded afterwards. If $\varepsilon^S$ is smaller than its propagated uncertainty, its sign does not settle the verdict.

\section{Failure modes and the real crystal}

\paragraph{Errors the gate cannot see.} Changing the sign of $d_{15}$ is equivalent to changing the signs of the variables $E_1$ and $E_2$; reversing all $d$ is equivalent to $E\to-E$. Neither changes the eigenvalues of $M$. An overall sign reflects the chosen direction of axis 3, but the sign of $d_{15}$ relative to $d_{33}$ is physical and must be checked separately. Likewise, using $S_{yz}$ instead of $2S_{yz}$ halves both $s_{44}$ and $d_{15}$. The subtraction $d_{15}^2/s_{44}$ is then halved, and wrong data may pass.

\paragraph{A stronger dielectric check.} In a long needle parallel to an applied field, the internal and applied fields agree. At fixed strain, equilibrium minimises $F(P)-EP$, where $P$ is polarization and $F$ the free energy density. At a stable minimum $dP/dE=1/F''>0$, so a static clamped permittivity along a principal axis must exceed $\varepsilon_0$. Both values in the example do.

\paragraph{Comparison with barium titanate.} The parameters lie in the rough regime of a single-domain tetragonal barium titanate crystal near room temperature: a transverse permittivity of thousands, an axial one of one or two hundred, and a large shear coefficient. They are not a measured set. Real crystals may retain $90^\circ$ domains. Suppose 1\% of the volume is shared equally among the four lateral polarization directions, with fixed walls. Averaging $M$ at uniform stress and field gives $\varepsilon^T_{33}/\varepsilon_0=0.99(170)+0.01(3000)=198.3$. The converted $\varepsilon^S_{33}$ is $141.8\,\varepsilon_0$, 26\% above the single-domain value, while $e_{33}$ and $c_{33}$ change by less than 1\%. The gate accepts the averaged data. For fixed walls, uniform stress and field make this an upper estimate; walls that move add an extrinsic response that is not included here. Ordinary uncharged $90^\circ$ walls lie at $45^\circ$ to axis 3, and across them the normal component of $D$ and the tangential component of $E$ are continuous. This greatly reduces the axial field inside thin lateral domains, and the same 1\% then raises $\varepsilon^S_{33}$ by only about 2\%.

\paragraph{Temperature.} Let $\theta$ be a temperature increment, $\theta_0$ the temperature, $C$ the heat capacity per volume at fixed stress and field, and $g$ the column of thermal expansion and pyroelectric coefficients. Then $y=Mx+g\theta$, and the entropy increment is $g\cdot x+C\theta/\theta_0$. Setting the latter to zero gives
\begin{equation}
M_{\mathrm{ad}}=M-\frac{\theta_0}{C}gg^t .
\end{equation}
Assume $\theta_0=300$ K, $C=3\times10^6$ J\,m$^{-3}$K$^{-1}$, expansion coefficients $1.5\times10^{-5}$ (lateral) and $-10^{-5}$ K$^{-1}$ (axial), and a pyroelectric coefficient of $-2\times10^{-4}$ C\,m$^{-2}$K$^{-1}$. If the example data are isothermal, the adiabatic values of $\varepsilon^S_{33}$, $e_{31}$, $e_{33}$ and $c_{33}$ differ by less than 1\%.

Inputs taken at different temperatures matter more. If $\varepsilon^T_{11}$ varies inversely with distance from a soft temperature, assumed 60 K away, measuring it 5 K farther from that temperature lowers it by 7.7\%. With $d_{15}$ and $s_{44}$ fixed, $\varepsilon^S_{11}$ falls by $7.7\%\times26563/17674=11.6\%$.

\paragraph{Field amplitude.} For $f=-\tfrac12\alpha P^2+\tfrac14\beta P^4$ with $P_s^2=\alpha/\beta$, one has $f''(P_s)=2\beta P_s^2$ and $f'''(P_s)=6\beta P_s$. The relative susceptibility change is $-3\,\delta P/P_s$ to first order. With $P_s=25\ \mu$C/cm$^2$ and 1 kV/cm along $P_s$, $\delta P/P_s=0.060\%$ and the change is $-0.18\%$. Barium titanate has a first-order transition, so this quartic model gives only the order of magnitude; an eighth-order Landau potential fitted to barium titanate gives about $-0.5\%$ at the same field. An opposing field large enough to switch domains invalidates the linear description altogether.

The numerical output lists the constants of the example and most of the estimates above.

\section*{Computed values}
\begin{verbatim}
INPUT s11 s12 s13 s33 s44 s66 (1/TPa): 8.0 -2.4 -5.0 16.0 18.0 9.0
INPUT d31 d33 d15 (pC/N): -35.0 85.0 400.0
INPUT eps11T, eps33T (eps0): 3000, 170
eps11T, eps33T (pF/m): 26562.6, 1505.2
s11+s12, s11-s12 (1/TPa): 5.60, 10.40
Delta (1/TPa^2): 39.60
c11+c12, c11-c12 (GPa): 404.04, 96.15
c11, c12, c13 (GPa): 250.10, 153.94, 126.26
c33, c44, c66 (GPa): 141.41, 55.56, 111.11
e31, e33, e15 (C/m^2): -3.409, 3.182, 22.222
eps11S, eps33S (pF/m): 17673.7, 996.1
eps11S, eps33S (eps0): 1996.1, 112.5
c33 at constant D (GPa): 151.58
k31, k33, kp, k15: 0.319 0.548 0.539 0.578
largest axial k: 0.5816
stress ratio T1/T3 at largest axial k: -1.071
common factor on all d at the limit: 1.719
random sets: 6000, accepted 295, rejected 5705
rejected sets that pass all usual checks: 139
SET A d31 (pC/N): 35, fails at eps33S
SET A k31, k33, kp, k15: 0.319 0.548 0.539 0.578
SET A eps33S: -2008.9 pF/m = -226.9 eps0
SET A clamped energy at 1 kV/cm: -10.04 J/m^3
SET B d15 (pC/N): 700, fails at eps11S
SET B eps11S: -659.7 pF/m = -74.5 eps0
SET B negative eigenvalues: 2, det sign +1
DOMAINS 90-degree fraction (%): 1.0
DOMAINS eps33T, eps33S (eps0): 198.3, 141.8
DOMAINS change of eps33S, e33, c33 (%): 26.07, 0.56, 0.16
HEAT T (K), C (J/m^3K): 300, 3.0e+06
HEAT alpha1, alpha3 (1/K): 1.5e-05, -1.0e-05
HEAT pyroelectric coefficient (C/m^2K): -2.0e-04
HEAT adiabatic change of eps33S, e31, e33, c33 (%): -0.04, -0.94, 0.50, 0.40
FIELD (kV/cm), P_s (uC/cm^2): 1, 25
FIELD dP/P_s, susceptibility change (%): 0.060, -0.179
MISMATCH (K), soft-temperature offset (K): 5, 60
MISMATCH change of eps11T, eps11S (%): -7.69, -11.56
SCATTER of inputs (%): 3, draws 4000, rejected 0
SCATTER c11, c13, c33 (%): 10.9, 16.3, 11.7
SCATTER e31, e33, e15 (%): 19.5, 17.1, 4.1
SCATTER eps11S, eps33S (%): 5.6, 5.2
\end{verbatim}
